# Born-Huang Equations and the Derivative Coupling Between Slater Determinants, part 2

How does the motion of nuclei couple electronic determinants? Nuclear coordinates $R_\mu$ have masses $M_\mu$; $\partial_\mu=\partial/\partial R_\mu$ acts at fixed electron positions, and $\partial$ is one such derivative. Brackets integrate over electrons only. Nuclear amplitudes $\chi_n(R)$ multiply real orthonormal electronic states $\Phi_n$. With the electronic Hamiltonian $H_e$ and total energy $E$, they obey the Born-Huang equations

$$-\sum_\mu\frac{\hbar^2}{2M_\mu}\Big[\partial_\mu^2\chi_m+\sum_n\big(2d^\mu_{mn}\partial_\mu+D^\mu_{mn}\big)\chi_n\Big]+\sum_nW_{mn}\chi_n=E\chi_m, \tag{7}$$

where $d^\mu_{mn}=\langle\Phi_m|\partial_\mu\Phi_n\rangle$, $D^\mu_{mn}=\langle\Phi_m|\partial_\mu^2\Phi_n\rangle$ and $W_{mn}=\langle\Phi_m|H_e|\Phi_n\rangle$. In a basis of eigenstates of $H_e$, the Born-Oppenheimer equation drops $d$ and $D$; the diagonal correction restores $D_{00}$ for the lowest state.

In $\Phi_i^a$, the unoccupied orbital $\varphi_a$ takes the place of $\varphi_i$ in the determinant $\Phi$. Then

$$\langle\Phi|\partial\Phi_i^a\rangle=\langle\varphi_i|\partial\varphi_a\rangle\equiv d_{ia}. \tag{19}$$

For two replaced orbitals, the first-order coupling vanishes, but

$$\langle\varphi_1\varphi_2|\partial^2|\varphi_3\varphi_4\rangle=2\,(d_{13}d_{24}-d_{14}d_{23}). \tag{20}$$

For real orthonormal orbitals with energies $\varepsilon_a$, electron mass $m$ and local potential $v$,

$$h(R)\varphi_a=\varepsilon_a\varphi_a,\qquad h(R)=-\frac{\hbar^2}{2m}\nabla^2+v(\mathbf r;R), \tag{21}$$

$$(\partial v)\varphi_a+h\,\partial\varphi_a=(\partial\varepsilon_a)\varphi_a+\varepsilon_a\,\partial\varphi_a, \tag{22}$$

$$\langle\varphi_i|\partial v|\varphi_a\rangle+\varepsilon_id_{ia}=\varepsilon_ad_{ia}, \tag{23}$$

and, if $\varepsilon_a\ne\varepsilon_i$,

$$\boxed{\;\langle\Phi|\partial\Phi_i^a\rangle=d_{ia}=\frac{F_{ia}}{\varepsilon_a-\varepsilon_i},\qquad F_{ia}=\langle\varphi_i|\partial v|\varphi_a\rangle.\;} \tag{24}$$

The example has two same-spin electrons at positions $x$ in a fixed one-dimensional box 10 Å long, without repulsion unless stated. An ion at $R=4$ Å attracts them through a Gaussian well. It has 100 electron masses and is held by a spring with constant 20 eV/Å$^2$. Orbitals are computed with thirty fixed box functions; coupled electron-ion levels use antisymmetric pairs of five. The rate quoted at the beginning was $0.116246$ Å$^{-1}$, for the overlap that the state with orbitals 1 and 3 acquires with the state with orbitals 1 and 2 as the ion moves.

**The two-electron example.** The potential of the ion is

$$v(x;R)=-V_0e^{-(x-R)^2/2s^2},\qquad \partial_Rv=\frac{x-R}{s^2}\,v, \tag{25}$$

with $V_0=5$ eV and $s=1$ Å. Every orbital is taken positive next to the left wall; reversing the sign of $\varphi_i$ or $\varphi_a$ reverses the signs of $F_{ia}$ and $d_{ia}$. At $R=4$ Å the second and third orbital energies are $0.617434$ and $2.326127$ eV. Equation (24) gives

$$d_{23}=\frac{0.198628\ \text{eV/Å}}{1.708693\ \text{eV}}=0.116246\ \text{Å}^{-1}=1.1625\times10^{9}\ \text{m}^{-1}. \tag{26}$$

This is the rate quoted at the beginning. Reversing the two determinants gives $-0.116246$ Å$^{-1}$. A three-electron state tests the role of spectators: replacing orbital 2 by orbital 4 in the list 1, 2, 3 gives $0.102532$ Å$^{-1}$, both from the explicit wavefunction and from (24).

The couplings $d_{23}$ and $d_{24}$ are similar in size for different reasons. The gap for $d_{24}$ is $4.899284-0.617434=4.281850$ eV, so its numerator is $0.102532\times4.281850=0.439$ eV/Å. The potential derivative connects orbitals 2 and 4 more than twice as strongly as it connects 2 and 3, but the larger gap compensates for this.

**A basis that moves.** The box functions used here are fixed in space. In a finite basis attached to moving atoms, (23) acquires additional terms. Let $P$ project on the orbital space and let $Q=1-P$. The calculated orbitals then satisfy $Ph\varphi_a=\varepsilon_a\varphi_a$, while $Qh\varphi_a$ need not vanish. Differentiate $\langle\varphi_i|h|\varphi_a\rangle=0$ and split each differentiated orbital into its parts inside and outside the space:

$$\begin{aligned}0={}&F_{ia}+\varepsilon_a\langle\partial\varphi_i|\varphi_a\rangle+\varepsilon_i\langle\varphi_i|\partial\varphi_a\rangle\\&+\langle\partial\varphi_i|Qh|\varphi_a\rangle+\langle\varphi_i|hQ|\partial\varphi_a\rangle.\end{aligned} \tag{27}$$

With $\langle\partial\varphi_i|\varphi_a\rangle=-d_{ia}$, this becomes

$$(\varepsilon_a-\varepsilon_i)d_{ia}=F_{ia}+\langle\partial\varphi_i|Qh|\varphi_a\rangle+\langle\varphi_i|hQ|\partial\varphi_a\rangle. \tag{28}$$

The last two terms vanish if the space is fixed, because $\partial\varphi$ then stays inside it. They also vanish if the space is complete. Equation (24) therefore holds in a small fixed basis, but not automatically in a small moving one.

**Which potential is differentiated.** In a mean-field calculation, the potential depends on the orbitals that it determines. Consider the Hartree form in one dimension, with interaction $w(x,x')$:

$$v_{\rm eff}(x)=v_{\rm ion}(x)+\int w(x,x')\,n(x')\,dx',\qquad n=\sum_{i\,\rm occ}\varphi_i^2. \tag{29}$$

The orbitals obey $v_{\rm eff}$, so the derivation from (21) to (24) requires $\partial v_{\rm eff}$ in the numerator. Moving the ion changes the density, and the changed density contributes to this derivative:

$$\partial v_{\rm eff}(x)=\partial v_{\rm ion}(x)+\int w(x,x')\,\partial n(x')\,dx'. \tag{30}$$

The density derivative is $\partial n=2\sum_i\varphi_i\,\partial\varphi_i$. Expanding $\partial\varphi_i$ in all the orbitals and applying (24) with the labels exchanged gives

$$\partial\varphi_i=\sum_{p\ne i}\varphi_p\frac{\langle\varphi_p|\partial v_{\rm eff}|\varphi_i\rangle}{\varepsilon_i-\varepsilon_p}. \tag{31}$$

In $\partial n$, the terms for two occupied orbitals $i$ and $p$ have equal numerators and opposite denominators, so they cancel in pairs. Only unoccupied orbitals $a$ remain. The density response is $\partial n=\chi_0\,\partial v_{\rm eff}$, with the kernel

$$\chi_0(x,x')=2\sum_{i\,\rm occ}\sum_{a\,\rm unocc}\frac{\varphi_i(x)\varphi_a(x)\varphi_i(x')\varphi_a(x')}{\varepsilon_i-\varepsilon_a}. \tag{32}$$

Substitution in (30), with products understood as integrations, yields a linear equation for the screened derivative:

$$(1-w\chi_0)\,\partial v_{\rm eff}=\partial v_{\rm ion}. \tag{33}$$

The example uses a Gaussian repulsion of strength 3 eV and range 1 Å. Its Hartree field is that of the whole density, including each electron's own contribution, and it has no exchange. The gap between orbitals 2 and 3 is $1.465053$ eV. Differentiating the self-consistent orbitals gives $d_{23}=0.05010$ Å$^{-1}$, and the screened derivative from (33), inserted in (24), gives the same value. The bare derivative, with the same orbitals and gap, gives $0.08600$ Å$^{-1}$, which is 72% above the correct coupling. Multiplication by the gap gives numerators of $0.0734$ eV/Å screened and $0.1260$ eV/Å bare. The rearranged density cancels part of the ionic perturbation in this matrix element.

For Kohn-Sham orbitals with a density-dependent exchange-correlation potential, the chain rule adds the derivative of that potential with respect to the density to $w$. The numerator is again the derivative of the complete potential. If the mean field is a nonlocal operator, as in Hartree-Fock theory, (22) holds with $\partial h$ instead of $\partial v$.

In none of these cases does (24) turn a determinant into an eigenstate of the interacting $H_e$. It gives the coupling between determinants, and (7) then needs the off-diagonal elements of $W$. Their importance can be seen in the small space of five box functions, with determinants built from the orbitals of the ion potential alone and the repulsion included in $H_e$. The ground level is $-0.99227$ eV. Dropping the off-diagonal $W$ while keeping $d$ and $D$ gives $-0.95537$ eV, an error of 36.9 meV.

**The coupled equations tested.** The same small space permits a test of the coupled equations (7) together with the couplings (19) and (24). One calculation diagonalizes the electron-ion Hamiltonian in fixed pair functions, where no derivative coupling occurs. The other solves (7) in the basis of determinants that follow the ion. Its $d$ comes from (24) and (19), and its $D$ from second differences of the determinants. Without repulsion, both give $-1.30519$, $-0.07256$ and $0.44054$ eV for the three lowest levels. With repulsion, both give the ground level $-0.99227$ eV. The four lowest levels were required to agree within $10^{-5}$ eV in each case.

**The vertex.** The same matrix element $F_{ia}$ governs the coupling of electrons to a quantized vibration. Let one coordinate be $R=R_0+u$, with mass $M$ and harmonic frequency $\omega$. The lowest vibrational function is proportional to $e^{-u^2/4\ell^2}$, where $\ell^2=\langle u^2\rangle$. Half of the ground energy $\hbar\omega/2$ is potential energy, so $M\omega^2\ell^2/2=\hbar\omega/4$ and

$$\ell=\sqrt{\frac{\hbar}{2M\omega}}. \tag{34}$$

The normalized first excited function is $\chi_1=(u/\ell)\chi_0$, hence $\langle\chi_0|u|\chi_1\rangle=\langle u^2\rangle/\ell=\ell$. From here on, $\chi_0$ and $\chi_1$ are vibrational functions, not the response kernel of (32).

Now use the determinants at $R_0$ as the electronic basis for all $u$. These functions do not move, so $d=D=0$ in (7), and the coupling appears in $W$. For noninteracting electrons, to first order in $u$, its off-diagonal element is $uF_{ia}$. The matrix element between the state $\Phi$ without a vibrational quantum and the state $\Phi_i^a$ with one quantum is the electron-phonon vertex

$$g_{ia}=\ell F_{ia},\qquad \ell\,d_{ia}=\frac{g_{ia}}{\varepsilon_a-\varepsilon_i}. \tag{35}$$

In the determinants that follow the ion, the coupling sits in the kinetic energy instead. From $\chi_1=(u/\ell)\chi_0$ and $\partial_u\chi_0=-(u/2\ell^2)\chi_0$,

$$\langle\chi_0|\partial_u|\chi_1\rangle=\frac1\ell-\frac{\langle u^2\rangle}{2\ell^3}=\frac1{2\ell}. \tag{36}$$

With $d_{ia}$ taken at $R_0$, the first-order term of (7) has the matrix element

$$-\frac{\hbar^2}{M}\,d_{ia}\,\frac1{2\ell}=-\hbar\omega\,\ell\,d_{ia}=-\frac{\hbar\omega}{\varepsilon_a-\varepsilon_i}\,g_{ia}, \tag{37}$$

because $\hbar^2/2M=\hbar\omega\,\ell^2$ by (34). The two descriptions use different electronic states, so their matrix elements generally differ. They agree when the transition conserves energy: $\varepsilon_i=\varepsilon_a+\hbar\omega$ makes the factor in front of $g_{ia}$ equal to 1. This equality holds to leading order in the coupling. The elements are alternative forms of one interaction, and adding them would count it twice.

For the spring in the example, $\hbar\omega=1.2345$ eV and $\ell=0.17568$ Å. With the orbitals of the larger space,

$$g_{23}=0.17568\times0.198628\ \text{eV}=0.0349\ \text{eV},\qquad \ell d_{23}=0.0204. \tag{38}$$

The frequency is that of the spring alone and does not include the curvature of the electronic energy. Equation (37) gives $-0.0252$ eV. It differs from $g_{23}$ in size and sign because this transition does not conserve energy.

**Small gaps.** If two orbital energies approach each other while $F_{ia}$ stays finite and away from zero, the derivative coupling grows without bound, but the vertex remains finite. A two-orbital Hamiltonian shows how this happens. Let $\alpha$ and $c$ be positive and take

$$h=\begin{pmatrix}\alpha u&c\\c&-\alpha u\end{pmatrix},\qquad \lambda=\sqrt{\alpha^2u^2+c^2}. \tag{39}$$

Its energies are $\pm\lambda$. The upper and lower eigenvectors are $(\cos\theta,\sin\theta)$ and $(-\sin\theta,\cos\theta)$, with $\cos2\theta=\alpha u/\lambda$ and $\sin2\theta=c/\lambda$. The matrix element of $\partial_uh$, which is diagonal with entries $\alpha$ and $-\alpha$, is $-\alpha\sin2\theta$ between them. The lower energy minus the upper is $-2\lambda$, so with the lower state differentiated

$$d=\frac{-\alpha c/\lambda}{-2\lambda}=\frac{\alpha c}{2(\alpha^2u^2+c^2)}. \tag{40}$$

The peak height is $\alpha/2c$, and the width is of order $c/\alpha$. The integral over all $u$ is $\pi/2$, whatever the value of $c$: on passing the crossing, the eigenvectors turn by a right angle. As $c\to0$, the turn is concentrated at one point. The fixed basis in which (39) is written has no derivative coupling and only the finite potential coupling $c$, so it is the smoother description there.

At an exact degeneracy, (23) reads $F_{ia}=0$. Orbitals that remain smooth through such a point must therefore be chosen so that $\partial v$ is diagonal among the degenerate ones. The quotient (24) is then $0/0$ and does not determine $d_{ia}$. The absence of a value from (24) does not mean that the coupling vanishes. With several nuclear coordinates, such smooth orbitals need not exist, because the derivatives $\partial_\mu v$ cannot in general all be diagonal among the degenerate orbitals. Replacing $u$ by $X$ and $c$ by $\alpha Y$ in (39) gives a conical intersection at $X=Y=0$. On the line $Y=0$, the element of $\partial_Yh$ between the two states has magnitude $\alpha$, and the coupling along $Y$ has magnitude $1/(2|X|)$, which diverges at the degeneracy.

## Computed results

```
INPUT
box length = 10.0 angstrom, ion at 4.0 angstrom
well depth = 5.0 eV, well width = 1.0 angstrom
ion mass = 100 electron masses
spring constant = 20.0 eV/angstrom^2
repulsion strength = 3.0 eV, range = 1.0 angstrom
box functions: large space 30, small space 5
hbar^2/2m = 3.80998 eV angstrom^2
ORBITALS AND COUPLINGS, LARGE SPACE
orbital energy 1 = -2.608862 eV
orbital energy 2 = 0.617434 eV
orbital energy 3 = 2.326127 eV
orbital energy 4 = 4.899284 eV
<2|dv/dR|3> = 0.198628 eV/angstrom
e3 - e2 = 1.708693 eV
d23, formula = 0.116246 1/angstrom
d23, formula = 1.1625e+09 1/m
<12|d/dR 13>, wavefunction = 0.116246 1/angstrom
<13|d/dR 12>, wavefunction = -0.116246 1/angstrom
d24, formula = 0.102532 1/angstrom
<123|d/dR 143>, wavefunction = 0.102532 1/angstrom
<12|d/dR 34>, magnitude = 1.2e-13 1/angstrom
<12|d2/dR2 34>, wavefunction = 0.05638 1/angstrom^2
<12|d2/dR2 34>, formula = 0.05638 1/angstrom^2
VERTEX
spring quantum = 1.23450 eV
displacement length = 0.17568 angstrom
vertex g23 = 0.03489 eV
length times d23 = 0.02042 (no unit)
HARTREE FIELD
e3 - e2 = 1.465053 eV
d23, orbitals differentiated = 0.05010 1/angstrom
d23, screened derivative = 0.05010 1/angstrom
d23, bare derivative = 0.08600 1/angstrom
COUPLED ELECTRON-ION LEVELS, SMALL SPACE
level 1, direct = -1.30519 eV
level 1, Born-Huang = -1.30519 eV
level 2, direct = -0.07256 eV
level 2, Born-Huang = -0.07256 eV
level 3, direct = 0.44054 eV
level 3, Born-Huang = 0.44054 eV
ground, Born-Oppenheimer = -1.30720 eV
ground, with diagonal correction = -1.30465 eV
direct minus Born-Oppenheimer = 2.011 meV
corrected minus direct = 0.540 meV
WITH ELECTRON REPULSION, SMALL SPACE
ground, direct = -0.99227 eV
ground, Born-Huang = -0.99227 eV
ground, off-diagonal W dropped = -0.95537 eV
```
